# How a Gaussian Barrier Uncertainty Spreads an Activated Hopping Rate: a program that tests the result

```python
# Result under test: if the barrier E of an activated rate
#     k = nu * exp(-E / kT)
# is uncertain with a Gaussian of mean E0 and standard deviation sigma, then
# with s = sigma / kT the median rate is nu*exp(-E0/kT), one standard deviation
# changes the rate by exp(s), and the mean rate is exp(s^2/2) times the median.
# Symbols: nu attempt frequency (1/s), kT thermal energy (eV), T in kelvin.
# The formulas are compared with quadrature over E, random sampling, finite
# differences and root finding. Neglected effects are sized at the end.
import numpy as np
from scipy.constants import k as k_joule, h as h_joule, e as charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm

KB = k_joule / charge      # eV/K
H = h_joule / charge       # eV s
E0, sigma, nu, T = 1.5, 0.1, 1.0e13, 800.0
kT = KB * T
s = sigma / kT


def rate(E, temperature=T):
    return nu * np.exp(-E / (KB * temperature))


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def gaussian_average(func):
    """Average of func(E) over the Gaussian barrier, by a fine grid sum."""
    E = np.linspace(E0 - 12 * sigma, E0 + 12 * sigma, 24001)
    density = np.exp(-0.5 * ((E - E0) / sigma) ** 2)
    density /= sigma * np.sqrt(2 * np.pi)
    return np.sum(density * func(E)) * (E[1] - E[0])


# Derived formulas
k_med = rate(E0)
spread = np.exp(s)
lift = np.exp(s**2 / 2)
k_mean = k_med * lift
wait_mean = lift / k_med
E_center = E0 - sigma**2 / kT
share_low = norm.cdf(s - 1)
prob_above_mean = norm.cdf(-s / 2)

# Mean rate, mean waiting time and second moment by quadrature
assert close(gaussian_average(rate), k_mean, 1e-8)
assert close(gaussian_average(lambda E: 1 / rate(E)), wait_mean, 1e-8)
second = gaussian_average(lambda E: rate(E) ** 2)
assert close(second / gaussian_average(rate) ** 2, np.exp(s**2), 1e-8)

# The factors at other temperatures
other = {}
for temp in (600.0, 1000.0):
    s_t = sigma / (KB * temp)
    other[temp] = (np.exp(s_t), np.exp(s_t**2 / 2))
    ratio = gaussian_average(lambda E: rate(E, temp)) / rate(E0, temp)
    assert close(ratio, other[temp][1], 1e-8)

# Centre of the rate-weighted barriers, and apparent activation energy
center_num = gaussian_average(lambda E: E * rate(E)) / gaussian_average(rate)
assert close(center_num, E_center, 1e-8)
dT = 0.1
ln_hi = np.log(gaussian_average(lambda E: rate(E, T + dT)))
ln_lo = np.log(gaussian_average(lambda E: rate(E, T - dT)))
slope = -(ln_hi - ln_lo) / (1 / (KB * (T + dT)) - 1 / (KB * (T - dT)))
assert close(slope, E_center, 1e-5)

# Share of the mean carried by barriers below E0 - sigma
part = quad(lambda E: norm.pdf(E, E0, sigma) * rate(E) / k_med,
            E0 - 12 * sigma, E0 - sigma, epsabs=1e-11, limit=200)[0]
assert close(part * k_med / gaussian_average(rate), share_low, 1e-7)

# Sampling: draw a barrier, then an exponential waiting time for the event
rng = np.random.default_rng(12345)
n_draw = 1_000_000
k_draw = rate(rng.normal(E0, sigma, n_draw))
waits = rng.exponential(1 / k_draw)
one_sigma = [norm.cdf(-1), norm.cdf(1)]
q_lo, q_hi = np.quantile(k_draw, one_sigma)
# Tolerances are several sampling errors of the broad distribution
assert close(np.median(k_draw), k_med, 0.012)
assert close(q_hi / k_med, spread, 0.02)
assert close(k_med / q_lo, spread, 0.02)
assert close(k_draw.mean(), k_mean, 0.02)
assert close(waits.mean(), wait_mean, 0.03)
assert abs(np.mean(k_draw > k_mean) - prob_above_mean) < 0.003

# Number of barrier samples for a 10 percent standard error of the mean
target_error = 0.10
n_needed = (np.exp(s**2) - 1) / target_error**2

# Temperature at which a barrier higher by sigma restores the old rate
T_shifted = T * (1 + sigma / E0)
T_root = brentq(lambda t: np.log(rate(E0 + sigma, t) / k_med), 500, 1500)
assert close(T_root, T_shifted, 1e-9)
E_factor2 = kT * np.log(2)
assert close(rate(E0 - E_factor2) / rate(E0), 2.0, 1e-10)

# Uniform distribution with the same standard deviation
half = np.sqrt(3) * sigma
lift_uniform = np.sinh(half / kT) / (half / kT)
num = quad(lambda x: np.exp(-x / kT) / (2 * half), -half, half)[0]
assert close(num, lift_uniform, 1e-8)

# Two-sided exponential distribution with the same standard deviation
b = sigma / np.sqrt(2)


def exponential_tail_lift(thermal, depth):
    """Mean/median rate, with barriers cut off at depth below E0."""
    f = lambda x: np.exp(-abs(x) / b - x / thermal) / (2 * b)
    left = quad(f, -depth, 0, limit=400)[0]
    right = quad(f, 0, 2, limit=400)[0]
    return left + right


c = 1 / kT - 1 / b
lift_exp = (np.expm1(c * E0) / c + 1 / (1 / kT + 1 / b)) / (2 * b)
assert close(exponential_tail_lift(kT, E0), lift_exp, 1e-6)
# Above the critical temperature the mean is finite without a cutoff
kT_hot = KB * 1000.0
finite = 1 / (1 - (sigma / kT_hot) ** 2 / 2)
assert close(exponential_tail_lift(kT_hot, 10.0), finite, 1e-6)
# Below it the mean keeps growing as the cutoff is moved away
assert exponential_tail_lift(kT, 3 * E0) > 3 * lift_exp
T_critical = sigma / (np.sqrt(2) * KB)
assert T < T_critical < 1000.0

# Independent log-normal uncertainty of the prefactor
pre_factor = 3.0
s_total = np.hypot(s, np.log(pre_factor))
k_both = k_draw * np.exp(np.log(pre_factor) * rng.normal(size=n_draw))
b_lo, b_hi = np.quantile(k_both, one_sigma)
assert close(np.sqrt(b_hi / b_lo), np.exp(s_total), 0.02)
assert close(k_both.mean() / k_med, np.exp(s_total**2 / 2), 0.05)

# Temperature error, and tunnelling through a parabolic barrier whose
# frequency is taken equal to nu
T_error = 10.0
factor_T = rate(E0, T + T_error) / rate(E0, T)
u = H * nu / kT
tunnel = (u / 2) / np.sin(u / 2)
transmit = lambda y: np.exp(-y) / (1 + np.exp(-2 * np.pi * y / u))
num = quad(transmit, -20, 0, points=[-1], limit=400)[0]
num += quad(transmit, 0, 40, points=[1], limit=400)[0]
assert close(num, tunnel, 1e-6)

# Rate-weighted share of barriers too low for activated-rate theory
share_shallow = norm.cdf((5 * kT - E_center) / sigma)
assert share_shallow < 1e-12

print(f"Mean barrier E0: {E0:.2f} eV")
print(f"Barrier standard deviation sigma: {sigma:.2f} eV")
print(f"Attempt frequency nu: {nu:.1e} 1/s")
print(f"Temperature T: {T:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"s = sigma/kT: {s:.4f}")
print(f"s^2/2: {s**2 / 2:.4f}")
print(f"Rate factor per standard deviation: {spread:.3f}")
print(f"Rate factor for two standard deviations: {spread**2:.1f}")
print(f"Mean rate / median rate: {lift:.3f}")
print(f"Same ratio from random sampling: {k_draw.mean() / k_med:.3f}")
print(f"Median rate: {k_med:.3e} 1/s")
print(f"Mean rate: {k_mean:.3e} 1/s")
print(f"68% band, lower rate: {k_med / spread:.3e} 1/s")
print(f"68% band, upper rate: {k_med * spread:.3e} 1/s")
print(f"Inverse of median rate: {1e3 / k_med:.4f} ms")
print(f"Mean waiting time: {1e3 * wait_mean:.4f} ms")
print(f"Inverse of mean rate: {1e3 / k_mean:.4f} ms")
print(f"Mean rate times mean waiting time: {np.exp(s**2):.2f}")
print(f"Shift sigma^2/kT: {sigma**2 / kT:.4f} eV")
print(f"Rate-weighted mean barrier: {E_center:.4f} eV")
print(f"Probability of barrier below E0-sigma: {100 * norm.cdf(-1):.1f} %")
print(f"Share of mean rate from those barriers: {100 * share_low:.1f} %")
print(f"Probability that rate exceeds mean: {100 * prob_above_mean:.1f} %")
print(f"Samples for 10% error of mean: {n_needed:.0f}")
print(f"Temperature restoring rate at E0+sigma: {T_shifted:.1f} K")
print(f"Equivalent temperature shift: {T_shifted - T:.1f} K")
print(f"Barrier error for a factor 2: {E_factor2:.4f} eV")
for temp, (f1, f2) in other.items():
    print(f"At {temp:.0f} K, factor per sigma: {f1:.2f}")
    print(f"At {temp:.0f} K, mean/median: {f2:.2f}")
print(f"Mean/median, uniform distribution: {lift_uniform:.2f}")
print(f"Mean/median, exponential tails cut at E=0: {lift_exp:.1f}")
print(f"Exponential tails need cutoff below T: {T_critical:.1f} K")
print(f"Assumed prefactor uncertainty factor: {pre_factor:.1f}")
print(f"Combined factor per standard deviation: {np.exp(s_total):.2f}")
print(f"Combined mean/median: {np.exp(s_total**2 / 2):.2f}")
print(f"Rate factor for +{T_error:.0f} K: {factor_T:.3f}")
print(f"Tunnelling factor: {tunnel:.4f}")
print(f"Five kT: {5 * kT:.3f} eV")
print(f"Share of mean from E below 5 kT: {share_shallow:.1e}")
print("PASS")
```

Output:

```
Mean barrier E0: 1.50 eV
Barrier standard deviation sigma: 0.10 eV
Attempt frequency nu: 1.0e+13 1/s
Temperature T: 800 K
Thermal energy kT: 0.06894 eV
s = sigma/kT: 1.4506
s^2/2: 1.0521
Rate factor per standard deviation: 4.266
Rate factor for two standard deviations: 18.2
Mean rate / median rate: 2.864
Same ratio from random sampling: 2.852
Median rate: 3.552e+03 1/s
Mean rate: 1.017e+04 1/s
68% band, lower rate: 8.326e+02 1/s
68% band, upper rate: 1.515e+04 1/s
Inverse of median rate: 0.2816 ms
Mean waiting time: 0.8063 ms
Inverse of mean rate: 0.0983 ms
Mean rate times mean waiting time: 8.20
Shift sigma^2/kT: 0.1451 eV
Rate-weighted mean barrier: 1.3549 eV
Probability of barrier below E0-sigma: 15.9 %
Share of mean rate from those barriers: 67.4 %
Probability that rate exceeds mean: 23.4 %
Samples for 10% error of mean: 720
Temperature restoring rate at E0+sigma: 853.3 K
Equivalent temperature shift: 53.3 K
Barrier error for a factor 2: 0.0478 eV
At 600 K, factor per sigma: 6.92
At 600 K, mean/median: 6.49
At 1000 K, factor per sigma: 3.19
At 1000 K, mean/median: 1.96
Mean/median, uniform distribution: 2.44
Mean/median, exponential tails cut at E=0: 14.4
Exponential tails need cutoff below T: 820.6 K
Assumed prefactor uncertainty factor: 3.0
Combined factor per standard deviation: 6.17
Combined mean/median: 5.24
Rate factor for +10 K: 1.308
Tunnelling factor: 1.0152
Five kT: 0.345 eV
Share of mean from E below 5 kT: 2.7e-24
PASS
```
